Two-Term Boltzmann Solution on a Phonon-Commensurate Energy Grid

**1. Definitions and conventions**

Electrons of charge −e move in a uniform, steady field of magnitude F. The polar axis points along the electric force eF, and μ = cos θ is measured from it. Energies start at the band bottom. The band is isotropic and of Kane form,

γ(E) = E(1 + αE) = ħ²k²/2m, γ′ = dγ/dE = 1 + 2αE.

Differentiating with respect to k gives γ′ dE/dk = ħ²k/m. The speed and the density of states of one valley, both spins included, are therefore

v = (1/ħ) dE/dk = ħk/(mγ′), v² = 2γ/(mγ′²)

g(E) = k²/(π²ħv) = κ d(E), d = √γ γ′, κ = (2m)^(3/2)/(2π²ħ³).

Optical phonons have one energy w = ħω, occupation N = 1/(e^(w/kT) − 1) and coupling Λ, which includes all final valleys. Acoustic phonons have sound speed s and deformation potential Ξ. The mass density is ρ. Phonons stay in equilibrium, electrons are nondegenerate and overlap factors are one. The six valleys of silicon are equivalent because the field is taken along [111].

The golden rule uses the density of final states of one spin, g/2. For a volume Ω, the squared optical matrix element is ħΛ²/(2ρωΩ), times N for absorption or N+1 for emission. The optical rate is

1/τ_op = a_op [N d(E+w) + (N+1) d(E−w)], a_op = Λ²(2m)^(3/2)/(4πħ³ρω),

with d = 0 at negative argument. For acoustic phonons of wavevector q, ħΞ²q/(2ρsΩ) is multiplied by N_q ≈ kT/(ħsq). Absorption and emission together give

1/τ_ac = a_ac d(E), a_ac = Ξ²kT(2m)^(3/2)/(2πħ⁴ρs²).

The total rate is 1/τ = 1/τ_op + 1/τ_ac.

**2. From the Boltzmann equation to a flux in energy**

The steady equation is (eF/ħ) ∂f/∂k_z = C[f]. Insert f = f0(k) + f1(k)μ and use

∂/∂k_z = μ ∂/∂k + [(1−μ²)/k] ∂/∂μ.

The result is

∂f/∂k_z = μ df0/dk + μ² df1/dk + (1−μ²) f1/k.

Averaging over the sphere, with ⟨μ²⟩ = 1/3, leaves

(1/3)(df1/dk + 2f1/k) = (1/3k²) d(k²f1)/dk.

Multiplying by 3μ before averaging leaves df0/dk, since odd powers of μ average to zero. On the collision side, isotropic scattering returns nothing to the μ component, because the in-scattering integral over f1μ vanishes. Only the loss −f1/τ remains. With df0/dk = ħv df0/dE,

f1 = −eFvτ df0/dE.

A second-order part f2P2(μ) would add to the μ projection

3⟨μ²P2⟩ df2/dk + 9⟨μ²(1−μ²)⟩ f2/k = (2/5)(df2/dk + 3f2/k).

Dropping this term is the two-term approximation, and its error does not vanish when the energy grid is refined.

Now multiply the isotropic equation by g. Using d/dk = ħv d/dE and k² = π²ħvg, its left side becomes

g (eF/ħ)(1/3k²) d(k²f1)/dk = d/dE [eF g v f1/3] = dJ_F/dE

J_F = −D df0/dE, D = (eF)² g v²τ/3.

J_F is the number of electrons that the field carries upward through energy E, per time and volume. It also gives the drift velocity. The current density of particles is ∫g⟨vμf⟩dE = ∫g v f1/3 dE, so

n v_d = (1/eF) ∫ J_F dE.

**3. Collisions as links and as a small drift**

An optical phonon joins E and E+w. With c = a_op/κ, the net emission rate per unit energy on this link is

R(E) = c g(E) g(E+w) [(N+1) f0(E+w) − N f0(E)].

Energy E gains R(E) from above and loses R(E−w) to below.

Acoustic phonons exchange little energy per collision. The second moment of the energy change per time is B = (ħs)²⟨q²⟩/τ_ac. For isotropic scattering through an angle Θ, q² = 2k²(1−cos Θ) averages to 2k². Diffusion in energy gives the derivative term −(gB/2) df0/dE, and the flux must vanish for a Maxwellian at the lattice temperature. Hence

J_A = −G (df0/dE + f0/kT), G = gB/2 = g(ħsk)²/τ_ac.

This is the leading order in s. It implies a mean energy gain per time A = (gB)′/(2g) − B/(2kT). For a parabolic band gB ∝ E², so A = (B/2)(2/E − 1/kT). Direct integrals over the phonons at 0.1 eV, with full kinematics and occupations, give 0.9932 times this A and 0.9915 times B. When s is reduced tenfold, both deviations fall below 0.01 %, about a hundredfold, as a second-order correction in s should.

With J = J_F + J_A the steady equation is

dJ/dE = R(E) − R(E−w).

No flux enters at E = 0, and R vanishes at negative argument. Integration from 0 to E gives particle conservation through every energy:

J(E) = ∫₀^E R dE′ − ∫₀^(E−w) R dE′ = ∫_(E−w)^E R dE′.

The upward flux equals the number of electrons that net optical-phonon emission carries down across E. For the power balance, multiply the steady equation by E and integrate. The left side is −∫J dE by parts. On the right, shifting the variable in the second term gives ∫[E − (E+w)]R dE = −w∫R dE. Therefore

eF n v_d = w ∫R dE − ∫J_A dE.

**4. The discrete equations**

Take cells of width h = w/M, with integer M, centres E_i = (i+½)h and exact state counts

S_i = ∫_cell g dE = (2κ/3)[γ^(3/2)] between the cell edges.

The unknowns are f_i, and the populations are p_i = S_i f_i. D and G are evaluated on the faces between cells. With x = h/(2kT),

J_F = −D(f_(i+1) − f_i)/h

J_A = −G(f_(i+1)e^x − f_i e^(−x))/h.

The second form vanishes when f_(i+1)/f_i = e^(−h/kT), so the discrete Maxwellian is undisturbed. Collecting the coefficients of p_i and p_(i+1) gives transition rates q between cells:

q(i→i+1) = (D + Ge^(−x))/(hS_i)

q(i+1→i) = (D + Ge^x)/(hS_(i+1))

q(i→i+M) = cN S_(i+M)/h

q(i+M→i) = c(N+1) S_i/h.

All are nonnegative, so this is a Markov chain. The onset of optical emission at E = w falls on a face. There the emission rate starts as √(E−w), so the slope of τ diverges just above w.

Let r_i be the net emission rate on the link i+M → i. The steady equations are

J_(i+½) − J_(i−½) = r_i − r_(i−M).

Summing from the bottom gives J_(i+½) = r_(i−M+1) + … + r_i, where links with a negative index are absent. Multiplying by E_i and summing over all cells, with zero flux at both ends, gives

−h ΣJ = Σ r_i(E_i − E_(i+M)) = −Mh Σr_i = −w Σr_i.

Both balances thus hold for any integer M. A small residual shows that the equations were assembled and solved consistently; it does not show that the grid is fine enough.

If w/h is not an integer, a pointwise evaluation of the collision term has the particle source

h Σ[R(E_i) − R(E_i−w)].

These are two midpoint sums of the same function on shifted grids, and their quadrature errors need not cancel. For f0 = exp(−E/0.15 eV) and the example's parameters, M = 10 gives 5×10⁻¹⁵ false particles per optical collision. Replacing M by 10.7 gives 2.0×10⁻⁴. That looks small, but collisions are frequent: the source amounts to 3.0 false electrons per nanosecond for each electron present.

**5. Solution without subtractions**

Suppose all cells above n have been eliminated. Stationarity of cell n reads

p_n σ_n = Σ_(i<n) p_i q_in, σ_n = Σ_(l<n) q_nl.

Inserting this p_n into the inflow of a lower cell j gives

Σ_i p_i q_ij + p_n q_nj = Σ_i p_i (q_ij + q_in q_nj/σ_n).

Cell n can therefore be removed by the replacement

q_ij ← q_ij + q_in q_nj/σ_n.

Work from the top cell down to n = 1, set p_0 = 1, recover p_1, p_2, … in order, and normalize. Each σ_n is positive because D > 0 joins neighbouring cells. The steady state is therefore positive and unique up to normalization. The steps involve sums, products and quotients of nonnegative numbers, so small tail populations do not suffer from cancellation. Cell n is linked to at most M lower cells, and new links join cells within that group. The bandwidth stays M, and the work grows as the number of cells times M².

**6. Two limits with independent answers**

With acoustic phonons alone, R = 0 and hence J = 0. Then (D+G) df0/dE = −Gf0/kT, which integrates to

f0 = exp{−∫₀^E dE′/[kT(1 + D/G)]}, D/G = (1/3)[eFτ/(msγ′)]².

The ratio follows from v/(ħk) = 1/(mγ′). It shows that heating begins when eFτ/m is comparable with the sound speed. At 1 kV/cm, quadrature of this formula gives a mean energy of 74.07 meV, and the chain gives 74.06 meV.

At low field with both kinds of phonon, −df0/dE = f0/kT inserted in J_F gives the mobility

μ₀ = (e/3kT) ∫g v²τ e^(−E/kT)dE / ∫g e^(−E/kT)dE.

For the parameters below, quadrature gives 1339 cm²/Vs. The chain at 10 V/cm gives 1340 cm²/Vs.

With a single optical phonon energy, this limit needs the acoustic energy exchange. Suppose G = 0 and F → 0. To leading order R = 0, so f0(E+w) = e^(−w/kT) f0(E), and

f0 = e^(−E/kT) U(E), U(E+w) = U(E).

One phonon energy joins only the separate ladders ε, ε+w, ε+2w, …, so it does not fix U. The weak field does. Summing the steady equation over one ladder cancels all phonon terms and leaves Σ_l J_F(ε+lw) = K, independent of ε. Inserting f0,

a(ε)[U/kT − dU/dε] = K, a(ε) = Σ_l D(ε+lw) e^(−(ε+lw)/kT).

A constant U would require a constant a(ε). Since D and K both scale as F² in this limit, lowering the field does not remove the modulation. In the example, f0e^(E/kT) varies by 19 % over the first phonon interval, at 10 V/cm and equally at 5 V/cm. The mobility is 1320 cm²/Vs. With acoustic exchange restored, the variation at 10 V/cm is below 0.01 %. In this model the Maxwellian limit thus requires D ≪ G, not merely a small field. A second optical phonon energy can make the modulation much weaker. If Λ² is divided equally between phonons of 60 and 50 meV, energies 10 meV apart become connected, and the variation at 10 V/cm is only about 0.1 % even without acoustic exchange. This remainder does not vanish at lower fields, because energies that do not differ by a multiple of 10 meV are still not joined by phonons.

**7. Worked example: a silicon-like channel at 50 kV/cm**

The channel is undoped, bulk-like and at 300 K. Rough typical parameters are m = 0.32 electron masses, α = 0.5 /eV, w = 60 meV, Λ = 1.2×10⁹ eV/cm, Ξ = 9 eV, ρ = 2.33 g/cm³ and s = 9×10⁵ cm/s. The grid has M = 30, so h = 2 meV, and 1200 cells reach 2.4 eV.

The solution has a drift velocity of 1.006×10⁷ cm/s and a mean energy of 199 meV. The field supplies to each electron

(5.0×10⁴ V/cm)(1.006×10⁷ cm/s) = 5.03×10¹¹ eV/s = 0.503 eV/ps.

Optical phonons take 0.4885 eV/ps and acoustic phonons 0.0146 eV/ps, which together make 0.503 eV/ps. The acoustic share is 2.9 %. The optical part corresponds to 0.4885/0.060 = 8.1 net emissions per picosecond. Per net emission an electron drifts about 12 nm on average and gains about 62 meV from the field, slightly more than w because acoustic phonons also take energy.

The relative residuals are 1×10⁻¹³ for particles and 6×10⁻¹⁵ for power. A less automatic test computes the optical power from pointwise emission and absorption rates; it agrees within 0.01 %.

Between 1 and 10 kV/cm the velocity rises from 1.29×10⁶ to 7.09×10⁶ cm/s. It is 9.69×10⁶ cm/s at 30 kV/cm and 9.81×10⁶ cm/s at 100 kV/cm, slightly below the value at 50 kV/cm. This decline of 2.5 % is smaller than the truncation error found in section 8, so its size is uncertain; a Monte Carlo solution that includes the acoustic energy exchange gives only about 1 %. With α = 0 and all else unchanged, the velocity still rises between these two fields. The decline therefore comes from the nonparabolic band, which raises both the effective mass and the density of states with energy. The mean energy does not saturate: it reaches 359 meV at 100 kV/cm.

**8. Error analysis**

Grid error: at 50 kV/cm, M = 15, 30 and 60 give the same velocity to the five digits printed, a difference of at most about one part in 10⁴. At low field the error is larger. The chain's mobility of 1340 cm²/Vs in section 6 is 0.1 % above the quadrature, and refining the grid removes the difference. Without acoustic exchange, the refined values are 1317 cm²/Vs and a variation of 19.6 %, against 1320 cm²/Vs and 19.35 % for M = 30. The power residual is already at round-off for M = 15, so it could not have supplied this information.

Cutoff error: the top cells have no links to higher energies. At 100 kV/cm, raising the top from 2.4 to 3.0 eV leaves the mean energy at 358.85 meV.

Truncation error: a Monte Carlo solution follows individual electrons through free flights and random collisions, with the same rates but no Legendre expansion. Acoustic scattering is made elastic in both methods for this comparison. In a nearly isotropic case (15 kV/cm, optical rates times 0.1, acoustic rates times 3), the two-term velocity is 3.022×10⁶ cm/s, against 3.018×10⁶ with a standard error of 0.009×10⁶. The energies, 186.5 and 186.1 ± 0.5 meV, also agree within the statistics.

At 50 kV/cm with the original rates, the two-term velocity is 9.93×10⁶ cm/s and the Monte Carlo value 9.63×10⁶. The two-term result is 3.2 % too high in velocity and 2.4 % too high in mean energy, relative to Monte Carlo. The neglected anisotropy is visible directly: the mean of P2(μ) is 0.077 here and 0.009 in the nearly isotropic case. Moreover, 0.5 % of the electrons lie at energies where f1 > f0, so that f0 + f1μ is negative near μ = −1. The populations p_i remain positive, but the angular distribution there is unphysical.

Model error is larger. With longitudinal and transverse masses of 0.92 and 0.19, the [111] average of v_z² contains the mean inverse mass. This multiplies D by 1.244 at a fixed density of states. The velocity becomes 1.12×10⁷ cm/s, up 12 %. Lowering w to 50 meV at fixed Λ gives 9.1×10⁶ cm/s, down 10 %. The mean energy also falls, to 176 meV. Three things change. The coefficient a_op rises by a factor 1.2, the phonon occupation N rises from 0.109 to 0.169, and the smaller phonon energy in the transitions both lets emission start at a lower electron energy and removes less energy per emission. Changed one at a time, they shift the velocity by about +2 %, −6 % and −7 %. The larger a_op alone does not slow the electrons, because it also cools them.

**9. The model beside real silicon**

For lightly doped silicon at room temperature, the low-field electron mobility is roughly 1400 cm²/Vs and the saturated velocity roughly 10⁷ cm/s. The model lies close to both, but the shifts just found show that this closeness does not validate each parameter. Self-heating can raise the lattice temperature: a 400 K lattice lowers the velocity at 50 kV/cm to 8.7×10⁶ cm/s, or by 14 %. At 10¹⁷ electrons per cm³, with a heat capacity of about 1.7 J/(cm³ K) and no heat removal, the lattice would warm by about 5 K/ns. Short channels also break homogeneity. The energy above the thermal value of about 40 meV (3kT/2 plus a small nonparabolic part), divided by the power, gives a characteristic time of (199−40) meV/(0.503 eV/ps) ≈ 0.32 ps and a drift length of about 32 nm. This steady-state ratio is not a universal response time. In the time-dependent chain, the excess energy falls to 1/e in about 0.31 ps when the field is removed, but after a step from 45 to 50 kV/cm the mean energy approaches its new value with a time of only about 0.17 ps. Where the field changes over tens of nanometres, the velocity is not a function of the local field. The size of this nonlocal effect is not computed here, nor are the effects of confinement, surface roughness, impurities and electron-electron scattering.

The uniform field is itself an idealization at this density. In an undoped channel without compensating charge, 10¹⁷ electrons per cm³ would change the field by about 50 kV/cm over 32 nm, as much as the field itself. Further assumptions can be checked from the solution. The largest state occupancy is 1.5×10⁻⁴, which supports nondegeneracy. Collision broadening ħ/τ at the mean energy is 12 meV, small beside 199 meV though not negligible beside w. The single Kane band is a stronger simplification. In real silicon the two lowest conduction bands meet at the X point, only about 0.13 eV above the band minimum, and most electrons in this example have more energy than that. For them the Kane form is an averaged description, not the true band shape. In the two-term solution about 2 % of the electrons lie above 0.5 eV and a fraction of 4×10⁻⁸ above the 1.12 eV gap, so impact ionization hardly affects the averages. The tail itself is too sensitive to band structure and truncation to predict an ionization rate: a Monte Carlo solution with the same rates already puts more than twice as many electrons above 0.8 eV. For band-to-band tunnelling, a barrier that falls linearly from the gap E_g to zero, crossed with the transverse mass m_t = 0.19 electron masses, gives a factor exp(−X) with X = 4√(2m_t) E_g^(3/2)/(3ħeF) ≈ 700. A two-band barrier, which vanishes at both band edges, lowers X to about 400 for the same mass. With either estimate tunnelling is negligible in this uniform field. The numerical output gives the remaining values.

Computed results

```
mass 0.32 m0, alpha 0.5 /eV, phonon energy 60 meV
optical coupling 1.2e+09 eV/cm, acoustic potential 9.0 eV
density 2.33 g/cm3, sound speed 9.0e+05 cm/s
kT at 300 K 25.85 meV, phonon number 0.1089
optical, acoustic rate per unit dos 2.104e+13, 1.046e+13 1/(s eV^0.5)
grid: M 30, h 2.0 meV, 1200 cells, top 2.4 eV
50 kV/cm: drift velocity 1.0062e+07 cm/s
50 kV/cm: mean energy 198.53 meV
power from field 0.50309 eV/ps per electron
power to optical phonons 0.48850 eV/ps
power to acoustic phonons 0.01459 eV/ps
relative particle, power error 1.0e-13, 6.5e-15
optical power from pointwise rates 0.48852 eV/ps
velocity M=15, 30, 60: 1.0062e+07, 1.0062e+07, 1.0062e+07 cm/s
power error at M=15: 4.7e-16
1 kV/cm: velocity 1.286e+06 cm/s, energy 41.3 meV
3 kV/cm: velocity 3.351e+06 cm/s, energy 45.7 meV
10 kV/cm: velocity 7.091e+06 cm/s, energy 64.5 meV
30 kV/cm: velocity 9.686e+06 cm/s, energy 128.8 meV
100 kV/cm: velocity 9.814e+06 cm/s, energy 358.8 meV
100 kV/cm: energy with top at 3.0 eV 358.848 meV, at 2.4 eV 358.848 meV
low-field mobility: solver 1340.2, quadrature 1338.9 cm2/Vs
10 V/cm: spread of f0*exp(E/kT), with exchange 0.00 %
  elastic, 10 and 5 V/cm: 19.35, 19.35 %
  elastic mobility 1319.7 cm2/Vs
acoustic only, 1 kV/cm: energy 74.063, closed form 74.066 meV
acoustic moments direct/formula at 0.1 eV: 0.9932, 0.9915
  same at one tenth of the sound speed: 0.99993, 0.99991
false source per collision: M=10 5.0e-15, M=10.7 2.04e-04
false growth rate for M=10.7: 3.02 1/ns
near-isotropic test: 15 kV/cm, optical rate x0.1, acoustic rate x3
  velocity two-term 3.0219e+06, MC 3.0184e+06 +- 9.4e+03 cm/s
  energy two-term 186.50, MC 186.06 +- 0.48 meV
example at 50 kV/cm, acoustic scattering elastic in both
  velocity two-term 9.9348e+06, MC 9.6296e+06 +- 8.1e+03 cm/s
  energy two-term 201.53, MC 196.89 +- 0.17 meV
  two-term/MC - 1: velocity 3.17 %, energy 2.36 %
  mean P2(cos theta) in MC: 0.0769; near-isotropic test 0.0089
electrons where f1 > f0: 0.50 %
anisotropic mass (ratio 1.244): velocity 1.123e+07 cm/s, energy 218.4 meV
phonon energy 50 meV: velocity 9.104e+06 cm/s, energy 176.4 meV
lattice at 400 K: velocity 8.660e+06 cm/s, energy 187.5 meV
electron density 1e+17 cm-3: largest occupancy 1.54e-04
  lattice heating without cooling 4.86 K/ns
collision broadening hbar/tau at mean energy 11.6 meV
electrons above 0.5 eV 1.96e-02, above the 1.12 eV gap 3.53e-08
band-to-band tunnelling exponent 706
```
